# Splitting the pyroelectric coefficient of wurtzite into clamped and piezoelectric parts, part 1

(Sections cited here and not found follow in the second part.)

## I. Wire charge and the decomposition at zero stress

For aluminium nitride near 300 K, rough typical constants give two piezoelectric contributions to the pyroelectric coefficient: $-3.60$ from expansion in the basal plane and $+3.75$ from expansion along the polar axis, both in µC/(m² K). Their sum is only $0.15$. If the Cartesian polarization is used in place of the charge that flows through a wire, a further $-7.80$ appears, larger in magnitude than the whole coefficient of $-7.00$ assumed for the crystal. Two things need explaining: why the extra term does not belong to the measured charge, and why the two remaining terms nearly cancel.

### What is measured

Take a wurtzite crystal, point group $6mm$, cut as a plate normal to its polar axis. The axis $x_3=z$ points along $+c$, which is the direction from cation to anion on the bond parallel to $c$. The plate carries electrodes on its two basal faces. They are joined by a wire, so the average electric field in the crystal is zero. The crystal is heated uniformly, is free to expand, and does not conduct.

The charge in the wire follows from electrostatics. Let two large parallel electrodes of area $S$ lie at heights $0$ and $L$, at equal potential, with a plane of total charge $q$ at height $z$ between them. All charges of the crystal will be counted explicitly, so the vacuum permittivity $\varepsilon_0$ applies. Call the field below the plane $E_b$ and the field above it $E_t$. Gauss's law and the absence of a voltage give

$$\varepsilon_0S(E_t-E_b)=q,\qquad E_bz+E_t(L-z)=0. \tag{1}$$

The second equation gives $E_b=-E_t(L-z)/z$. Inserted in the first, it gives

$$\varepsilon_0SE_t\left(1+\frac{L-z}{z}\right)=\varepsilon_0SE_t\frac{L}{z}=q,$$

so that $E_t=qz/(\varepsilon_0SL)$. The inner face of the upper electrode carries the charge $-\varepsilon_0SE_t=-qz/L$. When $z/L$ changes, the positive charge that leaves the upper electrode through the wire is therefore

$$\Delta Q=q\,\Delta\!\left(\frac zL\right). \tag{2}$$

The fractional height counts, not the height itself. A charge that is carried along with a uniform stretching of the plate, at constant $z/L$, sends nothing through the wire.

Now let the plate be $N$ unit cells thick, with $L=Nc$. Consider one column of cells, of basal area $A$. Charge $q_i$ in cell number $n$ lies at height $nc+z_i$. Since each cell is neutral, $\sum_iq_i=0$, and the column contributes

$$\sum_{n=0}^{N-1}\sum_iq_i\frac{nc+z_i}{Nc}
=\frac1N\sum_{n=0}^{N-1}\left(n\sum_iq_i+\sum_i\frac{q_iz_i}{c}\right)
=\sum_i\frac{q_iz_i}{c}. \tag{3}$$

Surface layers have been left out. In a thick plate their charges sit at fractional height 0 or 1, so they add a constant as long as no charge passes between the surfaces through the crystal. Electrons enter (3) through the centres of their localized charge distributions.

The Cartesian polarization is the dipole moment per volume, $P_3=\sum_iq_iz_i/(Ac)$. Let $A_0$ be the basal area at the reference temperature $T_0$. The wire charge per reference area is then measured by

$$\Pi=\frac1{A_0}\sum_i\frac{q_iz_i}{c}=\frac{A}{A_0}P_3. \tag{4}$$

The stress-free pyroelectric coefficient is defined here as $p^\sigma=d\Pi/dT$ at $T_0$, with zero stress and zero field. The reference area is fixed because an experiment collects charge from a given piece of crystal, and that piece contains the same number of columns at every temperature.

### Proper piezoelectric constants

Let $\varepsilon_1,\varepsilon_2,\varepsilon_3$ be normal strains measured from the stress-free state at $T_0$. The area is $A=A_0(1+\varepsilon_1)(1+\varepsilon_2)$. At the reference state $dA/A_0=d\varepsilon_1+d\varepsilon_2$, and the product rule applied to (4) gives

$$d\Pi=dP_3+P_3(d\varepsilon_1+d\varepsilon_2). \tag{5}$$

The proper piezoelectric constants are the strain derivatives of the wire charge, taken at constant temperature and zero field:

$$e_{31}=\frac{\partial\Pi}{\partial\varepsilon_1}=\frac{\partial P_3}{\partial\varepsilon_1}+P_3,\qquad
e_{33}=\frac{\partial\Pi}{\partial\varepsilon_3}=\frac{\partial P_3}{\partial\varepsilon_3}. \tag{6}$$

Axial strain leaves the area unchanged, so $e_{33}$ has no correction. The derivative $\partial P_3/\partial\varepsilon_1=e_{31}-P_3$ is called improper. It contains the dilution of a given dipole over a larger area. For rigid charges at constant fractional heights, $\Pi$ is constant and both proper constants vanish, while $P_3\propto1/A$ still changes.

The polarization of a periodic crystal also has a free choice in it. The charges assigned to one cell may be taken from a neighbouring cell instead. If one electron pair per cell, of charge $-2q_e$ with $q_e$ the elementary charge, is assigned $m$ cells higher, then

$$\Pi'=\Pi-\frac{2q_em}{A_0},\qquad P_3'=P_3+\Delta P,\qquad \Delta P=-\frac{2q_em}{A}. \tag{7}$$

The first shift is a constant and drops out of every derivative of $\Pi$. The second depends on area: $\partial\Delta P/\partial\varepsilon_1=-\Delta P$ at the reference state. In $e_{31}$ this is cancelled by the shift $+\Delta P$ of the last term in (6). The proper constants are thus the same on every such branch, and the improper one is not.

### Which components symmetry allows

Under a rotation about $z$ the component $P_3$ does not change. The coefficients $B_{jk}=e_{3jk}$, which multiply the strains $\varepsilon_{jk}$, must therefore form a symmetric tensor that is itself unchanged by the rotations of the crystal. A half turn reverses the sign of $B_{13}$ and $B_{23}$, so both vanish. A rotation by an angle $\theta$ multiplies the combination $B_{11}-B_{22}+2iB_{12}$ by $e^{2i\theta}$. For $\theta=60^\circ$ this factor is not 1, so the combination must vanish:

$$B_{11}=B_{22},\qquad B_{12}=0. \tag{8}$$

Hence $e_{32}=e_{31}$, and shear does not contribute to the axial charge. The same argument applied to the expansion tensor gives $\alpha_2=\alpha_1$ and no thermal shear. A pyroelectric vector in the basal plane would be reversed by the half turn, so it is absent as well.

### The decomposition

With the atoms in equilibrium inside the cell, $\Pi$ is a function of the three strains and of temperature. Along the stress-free path, $d\varepsilon_1/dT=d\varepsilon_2/dT=\alpha_1$ and $d\varepsilon_3/dT=\alpha_3$. The chain rule gives

$$p^\sigma=\left(\frac{\partial\Pi}{\partial T}\right)_{\!\varepsilon}
+e_{31}\alpha_1+e_{31}\alpha_1+e_{33}\alpha_3,$$

and therefore

$$\boxed{\,p^\sigma=p^\varepsilon+2e_{31}\alpha_1+e_{33}\alpha_3\,},\qquad
p^\varepsilon=\left(\frac{\partial\Pi}{\partial T}\right)_{\!\varepsilon}. \tag{9}$$

At fixed strain $A=A_0$, so $p^\varepsilon$ is also the temperature derivative of $P_3$ in a cell of fixed size. The difference between wire charge and Cartesian polarization enters with the expansion. Dividing (5) by $dT$ gives

$$\frac{dP_3}{dT}=p^\sigma-2\alpha_1P_3. \tag{10}$$

The last term depends on the branch. It is the extra term of the opening example. Subtracting a fixed reference value from $P_3$ does not remove it, because a constant does not alter the derivative on the left.

### What "clamped" leaves free

Clamping fixes the cell, not the atoms in it. In wurtzite the cation–anion distance along $c$ is $uc$, and $u$ is not set by symmetry. Let $F(\varepsilon,u,T)$ be the free energy. Equilibrium requires $F_u=0$, where subscripts denote partial derivatives. Differentiating this condition, first with temperature at fixed strain and then with strain at fixed temperature, gives

$$\left(\frac{\partial u}{\partial T}\right)_{\!\varepsilon}=-\frac{F_{uT}}{F_{uu}},\qquad
\left(\frac{\partial u}{\partial\varepsilon_j}\right)_{\!T}=-\frac{F_{u\varepsilon_j}}{F_{uu}}. \tag{11}$$

The clamped coefficient and the piezoelectric constants become

$$p^\varepsilon=\left.\frac{\partial\Pi}{\partial T}\right|_{\varepsilon,u}+\Pi_u\left(\frac{\partial u}{\partial T}\right)_{\!\varepsilon},\qquad
e_{3j}=\left.\frac{\partial\Pi}{\partial\varepsilon_j}\right|_{u,T}+\Pi_u\left(\frac{\partial u}{\partial\varepsilon_j}\right)_{\!T}. \tag{12}$$

The first term of $p^\varepsilon$ describes how vibrations change the average electronic dipole at fixed mean positions. The first term of $e_{3j}$ is the frozen-ion constant. A single basal strain also shifts atoms sideways, but by symmetry these shifts do not change $\Pi$ to first order, so only $u$ appears in (12). Equation (9) needs the full, relaxed-ion $e_{3j}$, because the atoms adjust while the crystal expands.

### A crystal in which every term can be computed

A model crystal allows (9) to be tested. Its axial bond has length $l_1=uc$. Its three other bonds have length $l_2=\sqrt{a^2/3+h^2}$, with $h=(1/2-u)c$. With $l_0=0.19$ nm, the static energy per formula unit is

$$\begin{aligned}
U={}&\tfrac12k\left[(l_1-l_{1}^0)^2+3(l_2-l_{2}^0)^2\right]\\
&+\frac{3k_b}{2l_0^2}\left[\left(\tfrac13l_0^2-l_1h\right)^2+\left(\tfrac13l_0^2-\tfrac16a^2+h^2\right)^2\right],
\end{aligned} \tag{13}$$

where $k=1500$ and $k_b=400$ eV/nm², $l_1^0=0.191$ nm and $l_2^0=0.190$ nm. Each bond adds the free energy of 1.5 harmonic oscillators with quantum $0.06\,\mathrm{eV}\times\exp[-g(l/l_0-1)]$, where $g=4$ for the axial bond and $g=2$ for the others. The cores carry $+3q_e$ (cation) and $+5q_e$ (anion). Each bond holds a pair of charge $-2q_e$, at the fraction $0.06-0.15(l/l_0-1)$ of its length from the anion. The charge positions depend only on the mean atomic positions, so the first term of $p^\varepsilon$ in (12) is zero in this model, and the clamped coefficient comes entirely from the shift of $u$.

At 300 K the minimum of the free energy gives $\alpha_1=2.711$ and $\alpha_3=4.498$, in $10^{-6}$/K. Separate strain derivatives give $e_{31}=-0.2325$ and $e_{33}=0.4801$ C/m². In µC/(m² K), the parts of (9) are

$$-6.686-1.261+2.160=-5.787. \tag{14}$$

Counting the wire charge directly, from the equilibrium charge positions at neighbouring temperatures, also gives $-5.787$. With the frozen-ion constants $0.1903$ and $-0.3885$ C/m² the sum would be $-7.401$, which is 28 % too large in magnitude relative to the direct value.

The sign of the clamped term can be traced. An oscillator of mean energy $W$ pushes its bond outward with force $gW/l_0$. Raising $u$ by $du$ lengthens the axial bond by $c\,du$ and shortens each of the other three by $(h/l_2)c\,du\approx c\,du/3$. The thermal push on $u$ is thus nearly proportional to $4-2>0$, and the anion moves up: $(\partial u/\partial T)_\varepsilon=0.597\times10^{-6}$/K. The anion with its electrons is negative, so $\Pi$ falls.

On two branches $P_3$ is $-4.321$ and $-0.492$ C/m². Equation (10) then gives $-5.79+23.43=17.64$ and $-5.79+2.67=-3.12$ µC/(m² K). Direct differentiation of $P_3$ gives the same two values. They differ even in sign, while the change of the wire charge per kelvin is the same on both branches.

## II. Stress, substrates and the case of aluminium nitride

The first half defined $\Pi=AP_3/A_0$, the wire charge per reference basal area of a short-circuited crystal. Its temperature derivative is $p^\sigma$ at zero stress and $p^\varepsilon$ at fixed strain. Its isothermal strain derivatives are the proper constants $e_{31}$ and $e_{33}$, with the atoms relaxed. With the stress-free expansion coefficients $\alpha_1$ (basal) and $\alpha_3$ (axial), the result was $p^\sigma=p^\varepsilon+2e_{31}\alpha_1+e_{33}\alpha_3$, equation (9). The Cartesian derivative $dP_3/dT$ has the additional term $-2\alpha_1P_3$, equation (10).

### The same split in terms of stress

The piezoelectric response can also be expressed as charge per stress. Let the two basal directions have equal strain $\varepsilon_1$ and equal stress $\sigma_1$. To first order around the stress-free state, with elastic constants $c_{ij}$ at constant temperature and zero field,

$$\begin{aligned}
\sigma_1&=(c_{11}+c_{12})\varepsilon_1+c_{13}\varepsilon_3-\lambda_1\Delta T,\\
\sigma_3&=2c_{13}\varepsilon_1+c_{33}\varepsilon_3-\lambda_3\Delta T.
\end{aligned} \tag{15}$$

The factor 2 in the second line counts the two basal strains. The coefficients $\lambda_j$ measure the compressive stress that builds up per kelvin when the strain is held at zero. In free expansion both stresses vanish while $\varepsilon_1=\alpha_1\Delta T$ and $\varepsilon_3=\alpha_3\Delta T$, so

$$\lambda_1=(c_{11}+c_{12})\alpha_1+c_{13}\alpha_3,\qquad
\lambda_3=2c_{13}\alpha_1+c_{33}\alpha_3. \tag{16}$$

Define $d_{31}$ and $d_{33}$ by the wire charge under stress at constant temperature, $\Delta\Pi=2d_{31}\sigma_1+d_{33}\sigma_3$. Inserting (15) with $\Delta T=0$ gives

$$\begin{aligned}
\Delta\Pi={}&2\left[(c_{11}+c_{12})d_{31}+c_{13}d_{33}\right]\varepsilon_1\\
&+\left[2c_{13}d_{31}+c_{33}d_{33}\right]\varepsilon_3.
\end{aligned}$$

By definition this equals $2e_{31}\varepsilon_1+e_{33}\varepsilon_3$ for any strains, and therefore

$$e_{31}=(c_{11}+c_{12})d_{31}+c_{13}d_{33},\qquad
e_{33}=2c_{13}d_{31}+c_{33}d_{33}. \tag{17}$$

Multiply the first of these by $2\alpha_1$ and the second by $\alpha_3$, add, and collect the terms in $d_{31}$ and $d_{33}$:

$$\begin{aligned}
2e_{31}\alpha_1+e_{33}\alpha_3
={}&2d_{31}\left[(c_{11}+c_{12})\alpha_1+c_{13}\alpha_3\right]\\
&+d_{33}\left[2c_{13}\alpha_1+c_{33}\alpha_3\right]\\
={}&2d_{31}\lambda_1+d_{33}\lambda_3.
\end{aligned} \tag{18}$$

This has a direct reading. Heat the crystal in a rigid frame, which gives $p^\varepsilon$ and a compressive stress $\lambda_j$ per kelvin. Then remove the frame. The release is equivalent to applying a tensile stress $\lambda_j$ per kelvin, and it produces the charge (18).

The stress-free pyroelectric coefficient has been split into a clamped part and a piezoelectric part, checked on a model crystal and rewritten in terms of stress, and the extra Cartesian term has been shown not to belong to the wire charge. What remains is to treat films on substrates and adiabatic constants, and to explain why the two piezoelectric terms nearly cancel in aluminium nitride.
